# Polarized donor absorption in silicon compressed along [001]

A substitutional donor in silicon binds one electron, whose state is built from six conduction-band valleys on the axes $\pm x,\pm y,\pm z$. The crystal is compressed uniformly along $z=[001]$ by a stress of magnitude $X>0$. The problem is to find which of the transitions from the ground state to $2p_0$ and $2p_\pm$ appear for each linear polarization of infrared light.

Gaussian units are used and the electron charge is $-e$. Spin-orbit coupling is neglected. The labels $2p_0$ and $2p_\pm$ refer to the axis of the valley that carries the state. "Occupied" valleys are those present in the bound ground state; no free carriers are implied.

## (a) How far does the stress separate the valleys?

*Valley $j$ shifts by $\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{jj}$. Find the energy $\Delta$ of the $x,y$ valleys above the $z$ valleys.*

**Solution.** The side faces are free, so $\sigma_{xx}=\sigma_{yy}=0$, while $\sigma_{zz}=-X$. With $\varepsilon_{xx}=\varepsilon_{yy}$, cubic elasticity gives

$$0=(C_{11}+C_{12})\varepsilon_{xx}+C_{12}\varepsilon_{zz},\qquad -X=2C_{12}\varepsilon_{xx}+C_{11}\varepsilon_{zz}.$$

Subtracting the second equation from the first gives $X=(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{zz})$. The $\Xi_d$ term is common to all valleys and cancels, so

$$\Delta=\Xi_u(\varepsilon_{xx}-\varepsilon_{zz})=\frac{\Xi_uX}{C_{11}-C_{12}}.$$

For $\Xi_u>0$ compression lowers the two $z$ valleys relative to the other four. Tension reverses the sign.

## (b) What is the ground state made of?

*Let $|j\rangle$ be the 1s state of valley $j$, with diagonal energy $d$. The central cell couples opposite valleys by $a<0$ and perpendicular valleys by $b<0$. Find the weight $w$ of the ground state in the $z$ valleys.*

**Solution.** Since $a$ and $b$ are negative, the lowest state has equal signs on all valleys. It lies in the space of

$$|Z\rangle=\frac{|{+z}\rangle+|{-z}\rangle}{\sqrt2},\qquad |P\rangle=\frac{|{+x}\rangle+|{-x}\rangle+|{+y}\rangle+|{-y}\rangle}{2}.$$

Each in-plane valley has one opposite and two perpendicular partners within $|P\rangle$. Eight products link $|Z\rangle$ to $|P\rangle$. Therefore

$$H_{ZZ}=d+a,\quad H_{PP}=d+a+2b+\Delta,\quad H_{ZP}=\frac{8b}{2\sqrt2}=2\sqrt2\,b.$$

With $g=H_{PP}-H_{ZZ}=\Delta+2b$, the lower eigenvalue is

$$E_g=\frac{H_{ZZ}+H_{PP}}2-\frac12\sqrt{g^2+32b^2}.$$

The weight on $|Z\rangle$ is $\partial E_g/\partial H_{ZZ}$, because the first-order change of an eigenvalue is the expectation value of the perturbation. Since $\partial g/\partial H_{ZZ}=-1$,

$$w=\frac12\left[1+\frac{\Delta+2b}{\sqrt{(\Delta+2b)^2+32b^2}}\right].$$

At $\Delta=0$ the root is $6|b|$ and $w=\tfrac12(1-\tfrac13)=\tfrac13$, as it must be for six equal valleys. For $\Delta\gg|b|$, expanding the root gives $1-w\simeq 8b^2/\Delta^2$. "Only two valleys occupied" is thus a limit, approached in this six-level model as the inverse square of the stress. The model gives all valleys one fixed 1s envelope. Once $\Delta$ exceeds the binding energy, the central cell also mixes in excited and continuum states of the upper valleys, and $1-w$ falls more slowly.

## (c) How does light act on a multivalley state?

*Reduce the optical matrix element to integrals over envelopes.*

**Solution.** In a uniform vector potential, $\mathbf p\to\mathbf p+e\mathbf A/c$, and the term linear in $\mathbf A$ is $(e/c)\mathbf A\cdot\mathbf v$. For a local crystal potential $\mathbf v=(i/\hbar)[H,\mathbf r]$, so

$$\langle f|\mathbf v|i\rangle=\frac i\hbar(E_f-E_i)\langle f|\mathbf r|i\rangle=i\omega\langle f|\mathbf r|i\rangle .$$

To leading order in the effective-mass approximation, $\psi=\sum_j\alpha_jF_j(\mathbf r)u_j(\mathbf r)e^{i\mathbf k_j\cdot\mathbf r}$, where $F_j$ varies slowly over a cell. Hence

$$\langle f|\mathbf r|i\rangle=\sum_{jj'}\alpha_{j'}^{f*}\alpha_j^{i}\int F^{f*}_{j'}\,\mathbf r\,F^i_j\;u_{j'}^*u_j\,e^{i(\mathbf k_j-\mathbf k_{j'})\cdot\mathbf r}\,d^3r .$$

Expand $u_{j'}^*u_j$ in reciprocal-lattice waves $e^{i\mathbf G\cdot\mathbf r}$. The term with $j=j'$ and $\mathbf G=0$ has coefficient 1 by normalization. Every other term is a Fourier component of a smooth function at the nonzero wavevector $\mathbf G+\mathbf k_j-\mathbf k_{j'}$, and is small. What remains is

$$\langle f|\hat{\mathbf e}\cdot\mathbf r|i\rangle\simeq\sum_j\alpha_j^{f*}\alpha_j^i\,\langle F_j^f|\hat{\mathbf e}\cdot\mathbf r|F_j^i\rangle .$$

Light does not move the electron between valleys at this order. From a ground state with equal amplitudes on $\pm z$, the even valley combination of a final level receives the strength and the odd one receives none. If the two are unresolved, the total strength is $\sum_j|\alpha_j|^2|\langle F_j^f|\hat{\mathbf e}\cdot\mathbf r|F_j^i\rangle|^2$.

## (d) Which envelopes are connected?

*In a $z$ valley the envelope obeys*

$$H=\frac{p_x^2+p_y^2}{2m_t}+\frac{p_z^2}{2m_l}-\frac{e^2}{\epsilon r}.$$

*Find the selection rules and the dependence on the angle $\theta$ between $\hat{\mathbf e}$ and $z$.*

**Solution.** Unequal masses destroy spherical symmetry, but $H$ still commutes with $L_z$ and with $z\to-z$. In cylindrical coordinates the states are

$$F_{1s}=f(\rho,z),\qquad F_{2p_0}=q(\rho,z),\qquad F_{2p_\pm}=h(\rho,z)e^{\pm i\varphi},$$

with $f,h$ even and $q$ odd in $z$; all three can be taken real.

For $\hat{\mathbf e}\parallel z$ the operator is $z$. Between 1s and $2p_\pm$ the azimuthal integral $\int_0^{2\pi}e^{\mp i\varphi}d\varphi$ vanishes. For $2p_0$ the integrand $q\,z\,f$ is even in $z$, so symmetry allows the element

$$Z=2\pi\int q\,z\,f\,\rho\,d\rho\,dz .$$

For $\hat{\mathbf e}\parallel x$ the operator is $x=\tfrac12\rho(e^{i\varphi}+e^{-i\varphi})$. Between 1s and $2p_0$ the azimuthal integral vanishes, and so does the integral over $z$. For $2p_\pm$ one exponential is cancelled:

$$\langle2p_\pm|x|1s\rangle=\pi\int h\,\rho\,f\,\rho\,d\rho\,dz .$$

The two elements are equal. The combination $2p_x=(2p_++2p_-)/\sqrt2$ therefore carries $L=\sqrt2\,\langle2p_+|x|1s\rangle$, and $L^2$ is the total strength of both states. Any other in-plane direction gives the same total by rotation about $z$.

In the two-valley limit the rules are:

- $\mathbf E\parallel[001]$: $1s\to2p_0$ is allowed and $1s\to2p_\pm$ is forbidden.
- $\mathbf E\perp[001]$: $1s\to2p_\pm$ is allowed and $1s\to2p_0$ is forbidden.

For an oblique field, each final state is reached by one component of $\hat{\mathbf e}$, so the components do not interfere in the two line strengths:

$$S_{2p_0}=Z^2\cos^2\theta,\qquad S_{2p_\pm}=L^2\sin^2\theta .$$

## (e) Do the rules survive the central cell and finite stress?

*Near the donor the potential is tetrahedral, and $z\to-z$ is not a symmetry. Decide what remains forbidden, and find the strengths when $w<1$.*

**Solution.** Compression along $[001]$ reduces the site symmetry from $T_d$ to $D_{2d}$. The lowest conduction valleys of silicon can be phased so that the site operations simply permute them. A $z$ valley is then kept by operations with $z\to z$ and exchanged with its partner by those with $z\to-z$. The character of a level is the number of valleys kept times the character of the envelope:

| | $E$ | $2S_4$ | $C_2$ | $2C_2'$ | $2\sigma_d$ |
|---|---|---|---|---|---|
| $z$ ($B_2$) | 1 | −1 | 1 | −1 | 1 |
| $(x,y)$ ($E$) | 2 | 0 | −2 | 0 | 0 |
| $2p_0$ pair | 2 | 0 | 2 | 0 | 2 |
| $2p_\pm$ quartet | 4 | 0 | −4 | 0 | 0 |

The number of times a representation occurs is the sum of character products over the eight operations, divided by 8. For the $2p_0$ pair, $B_2$ occurs $(2+2+4)/8=1$ time and $E$ occurs $(4-4)/8=0$ times; the other member is $A_1$. For the quartet, $B_2$ occurs $(4-4)/8=0$ times and $E$ occurs $(8+8)/8=2$ times.

The ground state is $A_1$, so $z$ leads to $B_2$ states and $x,y$ lead to $E$ states. The forbidden transitions of part (d) therefore stay forbidden with a tetrahedral central cell. Admixture of the upper valleys does not change this, since it conserves the representation. The conditions are electric-dipole coupling, no spin-orbit coupling and unbroken $D_{2d}$ symmetry. A shear potential proportional to $xz$ breaks it: $\langle2p_x|xz|2p_0\rangle\neq0$, the two levels mix, and each appears in both polarizations.

A lattice model containing only the two $z$ valleys tests the effects of the tetrahedral central cell and of shear without assigning symmetry labels. It does not test the admixture of upper valleys, which rests on the symmetry argument. Its valleys lie at $k_z=\pm1.5$ per lattice spacing, with band curvatures 2 in the plane and 0.75 along $z$. The donor is a Gaussian well of depth 1 and width 6 spacings, with an on-site attraction 0.05 and a tetrahedral term $0.1\,xyz\,e^{-r^2/4.5}$. Among the 13 lowest excited states, none shows both polarizations beyond rounding error, a fraction of order $10^{-30}$ of the strongest $z$ transition. Adding $0.005\,xz$ times the well profile raises this fraction to 0.078. The strengths summed over these states agree with a single-valley envelope calculation to 0.6%, which supports the reduction in part (c) for this model.

At finite stress the upper valleys add lines of their own. For valley axis $\mathbf n_j$, the result of part (d) becomes

$$S_{2p_0}^{(j)}=|\alpha_j|^2(\hat{\mathbf e}\cdot\mathbf n_j)^2Z^2,\qquad S_{2p_\pm}^{(j)}=|\alpha_j|^2\left[1-(\hat{\mathbf e}\cdot\mathbf n_j)^2\right]L^2 .$$

With $\hat{\mathbf e}\parallel z$, the $z$ valleys give $wZ^2$ into $2p_0$, while the upper valleys give $(1-w)L^2$ into *their* $2p_\pm$ states. The latter transition is displaced upward by $\Delta$. These formulas give the upper-valley part of the ground state the same envelope as the $z$-valley part, which requires $\Delta$ small against the binding energy. At larger $\Delta$ that part lies far below its own valley edge and is more compact, so its dipole shrinks. For the example of part (g), relaxed envelopes give only about 6–8% of $(1-w)L^2$.

Two other cases follow:

- **No stress.** Here $|\alpha_j|^2=1/6$ and the displaced lines coincide with the others. Since $\sum_j(\hat{\mathbf e}\cdot\mathbf n_j)^2=2$, the totals are $Z^2/3$ and $2L^2/3$ for every polarization, and the contrast disappears.
- **Strong tension.** Now $w\to0$ and each in-plane valley has weight $1/4$. Light along $z$ excites $2p_\pm$ with strength $L^2$. Light along $x$ excites both lines, with strengths $Z^2/2$ and $L^2/2$. The simple alternation belongs to compression.

## (f) How strong are the two allowed lines?

*Define the oscillator strength $f_i=2m\omega|r_i|^2/\hbar$ and find its sum over final states.*

**Solution.** For a given field amplitude the transition rate is proportional to $|r_i|^2$, and the absorbed power to $\omega|r_i|^2$. If both polarizations see the same refractive index and local field, $f$ compares the integrated absorption of the lines.

From $[H,z]=-i\hbar p_z/m_l$ follows $[z,[H,z]]=\hbar^2/m_l$. In the ground state the double commutator also equals $2\sum_k(E_k-E_0)|z_{k0}|^2$, so

$$\sum_kf_z=\frac{2m}{\hbar^2}\,\frac{\hbar^2}{2m_l}=\frac m{m_l},\qquad \sum_kf_x=\frac m{m_t}.$$

The lighter transverse mass gives the larger total for $\mathbf E\perp z$. How much falls on each $2p$ line needs the envelopes themselves.

## (g) Phosphorus in silicon at 600 MPa

*Take rough typical values: $m_l=0.92\,m$, $m_t=0.19\,m$, $\epsilon=11.4$, $C_{11}=166$ GPa, $C_{12}=64$ GPa, $\Xi_u=9$ eV, and unstressed 1s levels $A_1,T_2,E$ at about $-46,-34,-33$ meV. Find the lines and judge the approximations.*

**Solution.** Part (a) gives $\Delta=9000\times0.600/102=52.9$ meV.

Without stress the coupling matrix has the levels $A_1=d+a+4b$, $T_2=d-a$ and $E=d+a-2b$. Hence $b=(-46+33)/6=-2.17$ meV and $d+a=(-46-66)/3=-37.33$ meV. Subtracting $d-a=-34$ meV gives $a=-1.67$ meV.

With $g=52.94-4.33=48.61$ meV and $\sqrt{g^2+32b^2}=50.13$ meV,

$$w=\tfrac12\left(1+\frac{48.61}{50.13}\right)=0.985,\qquad E_g=-37.33+\tfrac12(48.61-50.13)=-38.09\ \text{meV},$$

measured from the $z$-valley edge. The weight outside the $z$ valleys is 1.5%; the asymptotic formula gives 1.3%. At 100 MPa $w$ is only 0.67, so the two-valley picture needs several hundred MPa here.

The envelope equation, solved numerically, gives binding energies of 11.50 meV for $2p_0$ and 6.39 meV for $2p_\pm$. The lines are

- $2p_0$, $\mathbf E\parallel[001]$: $38.09-11.50\simeq26.6$ meV, or 47 µm;
- $2p_\pm$, $\mathbf E\perp[001]$: $38.09-6.39=31.7$ meV, or 39 µm.

These positions assume that $d$, $a$ and $b$, fitted to the unstressed levels, do not change with stress. If the envelopes relax around a model central cell of range 0.25–1 nm fitted to the same levels, $E_g$ rises and both lines drop by 0.3–0.5 meV, and the weight outside the $z$ valleys grows from 1.5% to 1.8–2.0%. The decimals follow the arithmetic; with 1s levels rounded to 1 meV, the positions are good to about 1 meV at best. The displaced $2p_\pm$ transition for $\mathbf E\parallel[001]$ falls near $31.7+52.9\simeq85$ meV, with an uncertainty of several meV from $\Xi_u$. This is above the $z$-valley ionization edge at 38.1 meV, so it overlaps a continuum and need not be a sharp line.

The plain envelopes give $|Z|=1.14$ nm and $|L|=1.60$ nm, with $f=0.67$ and 1.66. These are fractions 0.62 and 0.32 of the sums $m/m_l=1.09$ and $m/m_t=5.26$. They belong, however, to a 1s state bound by 31.2 meV. A model central-cell attraction of range 0.5 nm, adjusted to give 38.1 meV, contracts the ground orbit. The dipoles fall to 0.86 and 1.18 nm and the strengths to 0.52 and 1.15. The ratio of the two lines changes less, from 2.5 to 2.2. The strengths depend on this model; the selection rules do not. All these strengths are for $w=1$ and are to be multiplied by 0.985.

In a real sample, 600 MPa is a heavy load that calls for a well-prepared crystal. Alignment directly limits the observed contrast. If the field is tilted by 3° from $[001]$, the $2p_\pm$ line appears with a strength $2.2\tan^23^\circ=0.6\%$ of the $2p_0$ line. Shear from uneven loading also mixes the lines, by an amount not estimated here for silicon. At a donor density of $10^{15}$ cm⁻³ the sphere available to each donor has radius 62 nm, against an rms radius of 14 nm for $2p_\pm$, so most donors can be treated as isolated, though random placement gives about 8% of them a neighbour within two such rms radii. The photon phase across the $2p_\pm$ orbit is 0.007 rad, which justifies the dipole approximation.

Temperature acts differently. The odd combination of the two $z$ valleys lies 4.1 meV above the ground state and holds 0.9% of the 1s population at 10 K and 35% at 77 K, counted among neutral donors; with relaxed envelopes the gap is 3.6–3.8 meV and the shares are 1.2–1.5% and 36–37%. It has symmetry $B_2$, so $z$ takes it to $A_1$ and $x,y$ take it to $E$. Its lines obey the same polarization rules at photon energies about 4.1 meV lower, if the small valley splitting of the $2p$ levels is neglected. The four upper 1s levels, which could spoil the two-valley picture, hold only 0.07% at 77 K. Ionization is the stronger limit. For uncompensated donors of density $N=10^{15}$ cm⁻³, thermal equilibrium at 77 K gives $n^2/(N-n)\simeq1.2\times10^{15}$ cm⁻³ for the free-electron density $n$, so about 65% of the donors are ionized (counting only 1s levels; the excited donor states lower this to 63–64%) and the lines weaken accordingly. At 30 K the ionized share is below 1%. The remaining values are in the numerical output.

## Numbers as computed

```
lattice: wrong-polarization fraction, D2d kept = 1.8e-30
lattice: wrong-polarization fraction, sheared = 0.0776
lattice/envelope strength, E along z = 0.9940
lattice/envelope strength, E along x = 0.9953
D2d counts (z:2p0, xy:2p0, z:2p+-, xy:2p+-) = [1, 0, 0, 2]
inputs: m_l = 0.92 m, m_t = 0.19 m, permittivity = 11.4
inputs: C11 = 166 GPa, C12 = 64 GPa, Xi_u = 9 eV
inputs: 1s A1, T2, E = -46, -34, -33 meV
mass ratio gamma = 0.2065
a* = 3.175 nm, Ry* = 19.89 meV
envelope binding 1s = 31.23 meV
envelope binding 2p0 = 11.50 meV
envelope binding 2p+- = 6.39 meV
largest change from smaller basis = 0.0000 meV
|<2p0|z|1s>| = 1.137 nm
|<2px|x|1s>| = 1.595 nm
f(2p0, E along z) = 0.669, sum over all = 1.0870
f(2p+-, E along x) = 1.658, sum over all = 5.2631
m/m_l = 1.0870, m/m_t = 5.2632
sum for E along z in the unstretched basis = 1.0895
valley-orbit a = -1.667 meV, b = -2.167 meV, diagonal = -35.67 meV
stress 0 MPa: Delta = 0.00 meV, w_z = 0.3333, ground = -46.00 meV
stress 100 MPa: Delta = 8.82 meV, w_z = 0.6720, ground = -41.61 meV
stress 300 MPa: Delta = 26.47 meV, w_z = 0.9374, ground = -38.92 meV
stress 600 MPa: Delta = 52.94 meV, w_z = 0.9848, ground = -38.09 meV
example stress = 600 MPa, weight outside z valleys = 0.0152
estimate 8 b^2/Delta^2 = 0.0134
2p0 line: 26.60 meV = 46.6 um, E along z
2p+- line: 31.70 meV = 39.1 um, E normal to z
upper-valley 2p+- line, E along z: 84.64 meV
z-valley ionization edge: 38.09 meV
central-cell model: radius = 0.5 nm, strength = 0.730
central-cell dipoles: z = 0.863 nm, x = 1.176 nm
central-cell f: 2p0 = 0.518, 2p+- = 1.150
f ratio 2p+-/2p0: plain = 2.48, central cell = 2.22
next 1s level above ground = 4.09 meV
its share of the 1s population: 10 K 0.0086, 77 K 0.3502
share of four upper 1s levels: 10 K 5.4e-26, 77 K 6.8e-04
polarizer tilt 3 deg: 2p+-/2p0 strength = 0.0061
rms radius of 2p+- = 13.72 nm, photon phase across it = 0.00744 rad
donor density 1e+15 cm^-3: sphere radius per donor = 62.0 nm
```
